# Do semilocal kernels give charge-transfer excitations their -1/R dependence?: a program that tests the result

```python
"""
RESULT UNDER TEST
A semilocal exchange-correlation kernel gives a donor-to-acceptor excitation no
-1/R term: its matrix element vanishes with the orbital overlap and the
excitation energy tends to the Kohn-Sham gap. The exact energy is I - A - 1/R.

Two-site model (hartree, bohr): sites D and A, two electrons, donor core charge 2,
neutral acceptor core; eps_D, eps_A site energies; U on-site repulsion;
1/R intersite repulsion; hopping -exp(-R).
Site exchange energy: -C n^(4/3), with C = U/2^(4/3).
gap: Kohn-Sham gap; K: Hartree-plus-exchange kernel element of the transition.
Real pair: He 1s -> Be 2p, STO-3G, Tamm-Dancoff approximation.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, tdscf

EV = physical_constants["Hartree energy in eV"][0]
eps_D, eps_A, U = -1.2, -0.05, 0.6
C = U / 2 ** (4 / 3)


def repulsion(R):
    return np.array([[U, 1 / R], [1 / R, U]])


def bare_hamiltonian(R):
    t = np.exp(-R)
    return np.array([[eps_D, -t], [-t, eps_A - 2 / R]])


def ks_hamiltonian(n, R):
    potential = repulsion(R) @ n - (4 / 3) * C * n ** (1 / 3)
    return bare_hamiltonian(R) + np.diag(potential)


def exact_excitation(R):
    """Lowest singlet excitation from the two-electron Hamiltonian."""
    h, one = bare_hamiltonian(R), np.eye(2)
    H = np.kron(h, one) + np.kron(one, h) + np.diag(repulsion(R).ravel())
    s = np.sqrt(0.5)
    symmetric = np.array([[1, 0, 0, 0], [0, s, s, 0], [0, 0, 0, 1]])
    E = np.linalg.eigvalsh(symmetric @ H @ symmetric.T)
    return E[1] - E[0]


def kohn_sham(R):
    """Self-consistent occupied and empty orbitals, gap, lower eigenvalue."""
    n = np.array([2.0, 0.0])
    for _ in range(300):
        h = ks_hamiltonian(n, R)
        diff = h[1, 1] - h[0, 0]
        theta = 0.5 * np.arctan2(-2 * h[0, 1], diff)
        n = 2 * np.array([np.cos(theta) ** 2, np.sin(theta) ** 2])
    gap = np.hypot(diff, 2 * h[0, 1])
    low = 0.5 * (h[0, 0] + h[1, 1] - gap)
    occ = np.array([np.cos(theta), np.sin(theta)])
    emp = np.array([-np.sin(theta), np.cos(theta)])
    return occ, emp, gap, low


def tdks_frequency(occ, low, R):
    """Frequency of the linearized time-dependent Kohn-Sham equations."""
    def velocity(y):
        x, p = y[:2], y[2:]
        h = ks_hamiltonian(2 * (x * x + p * p), R) - low * np.eye(2)
        return np.concatenate([h @ p, -h @ x])
    y0 = np.concatenate([occ, np.zeros(2)]).astype(complex)
    J = np.zeros((4, 4))
    step = 1e-30
    for k in range(4):
        y = y0.copy()
        y[k] += 1j * step
        J[:, k] = velocity(y).imag / step
    return np.max(np.abs(np.linalg.eigvals(J).imag))


def hartree_fock_singles(R):
    """Singlet single-excitation energy on the Hartree-Fock ground state."""
    W = repulsion(R)
    D = np.diag([2.0, 0.0])
    for _ in range(300):
        F = bare_hamiltonian(R) + np.diag(W @ np.diag(D)) - 0.5 * D * W
        e, c = np.linalg.eigh(F)
        D = 2 * np.outer(c[:, 0], c[:, 0])
    rho = c[:, 0] * c[:, 1]
    direct = c[:, 0] ** 2 @ W @ c[:, 1] ** 2
    return e[1] - e[0] + 2 * rho @ W @ rho - direct


print(f"Site energies D, A: {eps_D}, {eps_A} hartree; U = {U} hartree")
ionization = -(eps_D + U)
affinity = -eps_A
print(f"I = {ionization:.4f}, A = {affinity:.4f} hartree; C = {C:.6f} hartree")
print("Two-site energies in hartree, R in bohr")
print("  R     exact     semilocal KS gap    HF singles")
distances = [5.0, 7.0, 10.0, 15.0, 20.0]
exact, semi, hf, kern, kern_h, n_acc, gaps = [], [], [], [], [], [], []
for R in distances:
    occ, emp, gap, low = kohn_sham(R)
    n = 2 * occ ** 2
    rho = occ * emp
    K_h = rho @ repulsion(R) @ rho
    K = K_h + np.sum(rho ** 2 * (-(4 / 9) * C * n ** (-2 / 3)))
    omega = np.sqrt(gap * (gap + 4 * K))
    assert abs(omega - tdks_frequency(occ, low, R)) < 1e-8
    exact.append(exact_excitation(R))
    semi.append(omega)
    hf.append(hartree_fock_singles(R))
    kern.append(K)
    kern_h.append(K_h)
    n_acc.append(n[1])
    gaps.append(gap)
    print(f"{R:5.1f} {exact[-1]:9.6f} {omega:9.6f} {gap:9.6f} {hf[-1]:9.6f}")
print("Kernel element K and its Hartree part (hartree), acceptor density")
for R, K, K_h, nA in zip(distances, kern, kern_h, n_acc):
    print(f"{R:5.1f} K={K:.4e} Hartree={K_h:.4e} n_A={nA:.4e}")

for j, R in enumerate(distances):
    if R >= 10:
        assert abs(exact[j] - (ionization - affinity - 1 / R)) < 1e-6
        assert abs(hf[j] - exact[j]) < 1e-6
        limit_form = -(2 / 9) * C * n_acc[j] ** (1 / 3)
        assert abs(kern[j] / limit_form - 1) < 1e-3
ks_limit = eps_A - eps_D - 4 * U / 3
assert abs(semi[-1] - ks_limit) < 1e-5
print(f"Semilocal limit {ks_limit:.4f} hartree = {ks_limit * EV:.3f} eV")
true_limit = ionization - affinity
print(f"Exact limit I-A {true_limit:.4f} hartree = {true_limit * EV:.3f} eV")
print(f"Exact at R=20 bohr: {exact[-1] * EV:.3f} eV")
print(f"Semilocal at R=20 bohr: {semi[-1] * EV:.3f} eV")

inverse_step = 1 / distances[-2] - 1 / distances[-1]
tail = [(w[-1] - w[-2]) / inverse_step for w in (exact, semi, hf)]
assert abs(tail[0] - 1) < 1e-4 and abs(tail[2] - 1) < 1e-4
assert abs(tail[1]) < 0.01
print("Coefficient of -1/R from R=15 and 20 bohr (dimensionless):")
print(f"  exact {tail[0]:.5f}, semilocal {tail[1]:.5f}, HF {tail[2]:.5f}")
rate = np.log(kern[-1] / kern[-2]) / 5
rate_h = np.log(kern_h[-1] / kern_h[-2]) / 5
assert abs(rate + 2 / 3) < 1e-3 and abs(rate_h + 2) < 0.01
print(f"Log slope of K {rate:.4f}, of its Hartree part {rate_h:.4f} 1/bohr")


def lda_exchange_element(R, filled):
    """LDA exchange kernel element of two 1s orbitals, spheroidal quadrature."""
    x, wx = np.polynomial.legendre.leggauss(160)
    eta, w_eta = np.polynomial.legendre.leggauss(240)
    length = 40 / R
    xi = (1 + 0.5 * length * (x + 1))[:, None]
    w = (0.5 * length * wx)[:, None] * w_eta[None, :]
    donor = np.exp(-0.5 * R * (xi + eta)) / np.sqrt(np.pi)
    acceptor = np.exp(-0.5 * R * (xi - eta)) / np.sqrt(np.pi)
    n = 2 * donor ** 2 + (2 * acceptor ** 2 if filled else 0)
    f_x = -(1 / 3) * (3 / np.pi) ** (1 / 3) * n ** (-2 / 3)
    volume = 2 * np.pi * (R / 2) ** 3 * (xi ** 2 - eta ** 2)
    return np.sum(w * volume * f_x * (donor * acceptor) ** 2)


print("Real-space LDA exchange element, 1s orbitals of exponent 1 (hartree)")
slopes = []
for filled, name in ((False, "empty"), (True, "filled")):
    a, b = (lda_exchange_element(R, filled) for R in (10.0, 14.0))
    slopes.append(np.log(b / a) / 4)
    print(f"  {name} acceptor: R=10 {a:.4e}, R=14 {b:.4e}, "
          f"log slope {slopes[-1]:.4f} 1/bohr")
predicted_filled = -4 / 3 + np.log(14 / 10) / 4
assert abs(slopes[0] + 2 / 3) < 0.02
assert abs(slopes[1] - predicted_filled) < 0.03
print(f"  slope of R exp(-4R/3) over this range {predicted_filled:.4f} 1/bohr")


def helium_beryllium(R, method):
    """Averages over Be 2p: orbital gap, diagonal shift, full TDA energy."""
    mol = gto.M(atom=[["He", (0, 0, 0)], ["Be", (0, 0, R)]], unit="Bohr",
                basis="sto-3g", verbose=0)
    if method == "HF":
        mf = scf.RHF(mol)
    else:
        mf = dft.RKS(mol)
        mf.xc = method
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    e = mf.mo_energy
    nvir = len(e) - nocc
    assert nvir == 3
    i = int(np.argmax(np.abs(mf.mo_coeff[0, :nocc])))
    A = tdscf.rhf.get_ab(mf)[0]
    gap = np.mean(e[nocc:] - e[i])
    diagonal = np.mean([A[i, a, i, a] for a in range(nvir)])
    w, v = np.linalg.eigh(A.reshape(nocc * nvir, nocc * nvir))
    weight = np.sum(v.reshape(nocc, nvir, -1)[i] ** 2, axis=0)
    return gap, diagonal - gap, np.mean(w[np.argsort(weight)[-3:]])


print("He 1s -> Be 2p, STO-3G, mean over 2p (hartree; R in bohr)")
print("  method  R   orbital gap  shift from gap   TDA energy")
for method, fraction in (("PBE", 0.0), ("PBE0", 0.25), ("HF", 1.0)):
    data = {}
    for R in (8.0, 12.0, 16.0):
        data[R] = helium_beryllium(R, method)
        gap, shift, energy = data[R]
        print(f"  {method:5s} {R:4.0f} {gap:11.6f} {shift:15.4e} {energy:12.6f}")
        if R >= 12:
            assert abs(shift + fraction / R) < 1e-5
            assert abs(energy - gap - shift) < 1e-5
    # The integration grid turns with the atom pair, so gaps carry grid noise.
    assert abs(data[16.0][0] - data[12.0][0]) < 2e-4
    if method == "PBE":
        assert abs(data[8.0][1]) < 1e-2
        assert abs(data[12.0][1]) < 0.01 * abs(data[8.0][1])
print(f"For comparison 1/R at 8, 12, 16 bohr: "
      f"{1 / 8:.6f}, {1 / 12:.6f}, {1 / 16:.6f} hartree")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Site energies D, A: -1.2, -0.05 hartree; U = 0.6 hartree
I = 0.6000, A = 0.0500 hartree; C = 0.238110 hartree
Two-site energies in hartree, R in bohr
  R     exact     semilocal KS gap    HF singles
  5.0  0.350440  0.310805  0.320456  0.350850
  7.0  0.407150  0.339771  0.342330  0.407156
 10.0  0.450000  0.348631  0.348973  0.450000
 15.0  0.483333  0.349951  0.349963  0.483333
 20.0  0.500000  0.349998  0.349999  0.500000
Kernel element K and its Hartree part (hartree), acceptor density
  5.0 K=-4.7530e-03 Hartree=3.5368e-04 n_A=8.8459e-04
  7.0 K=-1.2750e-03 Hartree=6.4874e-06 n_A=1.4191e-05
 10.0 K=-1.7115e-04 Hartree=1.6925e-08 n_A=3.3850e-08
 15.0 K=-6.0946e-06 Hartree=8.1498e-13 n_A=1.5281e-12
 20.0 K=-2.1741e-07 Hartree=3.8149e-17 n_A=6.9361e-17
Semilocal limit 0.3500 hartree = 9.524 eV
Exact limit I-A 0.5500 hartree = 14.966 eV
Exact at R=20 bohr: 13.606 eV
Semilocal at R=20 bohr: 9.524 eV
Coefficient of -1/R from R=15 and 20 bohr (dimensionless):
  exact 1.00000, semilocal 0.00282, HF 1.00000
Log slope of K -0.6667, of its Hartree part -1.9939 1/bohr
Real-space LDA exchange element, 1s orbitals of exponent 1 (hartree)
  empty acceptor: R=10 -2.1035e-04, R=14 -1.4955e-05, log slope -0.6609 1/bohr
  filled acceptor: R=10 -1.2623e-06, R=14 -8.3488e-09, log slope -1.2547 1/bohr
  slope of R exp(-4R/3) over this range -1.2492 1/bohr
He 1s -> Be 2p, STO-3G, mean over 2p (hartree; R in bohr)
  method  R   orbital gap  shift from gap   TDA energy
  PBE      8    0.531062      2.5853e-05     0.531088
  PBE     12    0.530982     -2.4194e-09     0.530982
  PBE     16    0.530950     -4.9072e-14     0.530950
  PBE0     8    0.673498     -3.1232e-02     0.642266
  PBE0    12    0.673442     -2.0833e-02     0.652608
  PBE0    16    0.673417     -1.5625e-02     0.657793
  HF       8    1.097160     -1.2499e-01     0.972172
  HF      12    1.097121     -8.3333e-02     1.013788
  HF      16    1.097121     -6.2500e-02     1.034621
For comparison 1/R at 8, 12, 16 bohr: 0.125000, 0.083333, 0.062500 hartree
ALL CHECKS PASSED
```
